# Magnetic Binding of an Extra Electron by an Isotropic Neutral Donor

**A well that binds in a field and not without it**

Take the potential $-\alpha/[2(r^2+b^2)^2]$ with $\alpha=4.5$ and $b=2$ in effective atomic units. It represents the polarization attraction of an electron to a neutral donor, without the short-range forces that let a real donor bind a second electron of opposite spin even at zero field. Without a magnetic field it holds no bound state. With donor parameters roughly like those of silicon and a field of 15 T, the same potential binds the electron by $1.9\times10^{-5}$ eV in the state with one unit of angular momentum about the field, by $4.1\times10^{-6}$ eV with two units and by $1.4\times10^{-6}$ eV with three. The state with none is bound more deeply, but it sits on the core, where this potential is least realistic. The field has added no attraction. It has removed two of the three directions in which the electron could escape.

**Model and units**

The donor is a fixed positive charge in an isotropic medium with effective mass $m^*$ and dielectric constant $\kappa_r$. One electron makes it neutral, with a hydrogen-like ground state; a second makes it negative. Lengths are in units of $a^*=a_0\kappa_r m_e/m^*$ and energies in units of $\mathrm{Ha}^*=\mathrm{Ha}\,(m^*/m_e)/\kappa_r^2$, so that $\hbar=m^*=1$ and the Coulomb energy of two electrons is $1/r$.

The field $B$ lies along $z$. With $L=\sqrt{\hbar/eB}$ its strength is measured by $\gamma=(a^*/L)^2$, and in effective units $L=\gamma^{-1/2}$. In the symmetric gauge the outer electron has the Hamiltonian

$$H=-\tfrac12\nabla^2+\tfrac{\gamma}{2}L_z+\tfrac{\gamma^2}{8}\rho^2+V(r), \tag{1}$$

where $\rho$ is the distance from the $z$ axis. The spin energy is left out: binding energies are counted from the threshold "neutral donor plus free electron" with the same total spin.

Equation (1) replaces the two-electron problem by one electron in a polarization potential. This requires the outer electron to move slowly compared with the core, and to stay mostly outside it. The existence proof below is a proof for this model; the forces it omits are estimated by their order in $1/L$.

**The polarization attraction**

Let the outer electron rest at a large distance $R$ on the $z$ axis. It repels the core electron and is attracted by the donor charge:

$$\frac{1}{|\mathbf r-\mathbf R|}-\frac1R=\frac{z}{R^2}+O(R^{-3}). \tag{2}$$

The core thus feels the perturbation $Fz$ with $F=1/R^2$. Its mean value in the ground state $\psi_0\propto e^{-r}$ vanishes, so the leading energy shift is of second order. The first-order correction obeys

$$(H_0-E_0)\psi_1=-Fz\,\psi_0 . \tag{3}$$

Write $\psi_1=h\psi_0$. Since $\nabla\psi_0=-\hat{\mathbf r}\psi_0$,

$$(H_0-E_0)h\psi_0=\left(-\tfrac12\nabla^2h+\partial_rh\right)\psi_0 . \tag{4}$$

Try $h=-F(r+r^2/2)\cos\theta$. Here $\nabla^2(r\cos\theta)=0$ and $\nabla^2(r^2\cos\theta)=(6-2)\cos\theta=4\cos\theta$. The bracket in (4) becomes $-F[-\cos\theta+(1+r)\cos\theta]=-Fz$, as (3) demands. The energy shift is

$$E_2=\langle\psi_0|Fz|\psi_1\rangle=-F^2\left\langle z^2\left(1+\tfrac r2\right)\right\rangle . \tag{5}$$

In the 1s state $\langle z^2\rangle=\langle r^2\rangle/3=1$ and $\langle z^2r\rangle=\langle r^3\rangle/3=5/2$. Hence $E_2=-\tfrac94F^2$. Comparison with the definition $-\tfrac12\alpha F^2$ gives

$$\alpha=\tfrac92,\qquad V(r)\simeq-\frac{\alpha}{2r^4}\quad(r\gg1). \tag{6}$$

A diagonalization of the core beside a fixed electron charge at $R=14$ gives a shift 0.9% larger than (6). That difference contains the higher powers of $1/R$ and the error of the finite basis.

**What the field leaves free**

Set $V=0$ and consider $L_z=-s$ with $s=0,1,2,\dots$. The function

$$f(\rho)=\rho^s e^{-\gamma\rho^2/4} \tag{7}$$

has $f'/f=s/\rho-\gamma\rho/2$ and $f''/f=(s/\rho-\gamma\rho/2)^2-s/\rho^2-\gamma/2$. Adding the terms of the transverse Laplacian,

$$\frac{f''}{f}+\frac{f'}{\rho f}-\frac{s^2}{\rho^2}=-(s+1)\gamma+\frac{\gamma^2\rho^2}{4}. \tag{8}$$

Multiplied by $-\tfrac12$, this is $(s+1)\gamma/2-\gamma^2\rho^2/8$. The second term cancels the diamagnetic energy in (1), and $\tfrac\gamma2L_z$ contributes $-s\gamma/2$. The transverse energy is therefore $\gamma/2$ for every $s$.

With $t=\rho^2/2L^2$ and $d^2\rho=2\pi L^2dt$ after integration over the angle, the normalized density is

$$|\phi_s|^2=\frac{t^se^{-t}}{2\pi L^2s!}. \tag{9}$$

Its maximum lies at $\rho=\sqrt{2s}\,L$. States of larger $s$ lie farther out at the same transverse energy, but $V(r)$ is symmetric about the field, so $L_z$ is conserved and the electron cannot pass between them. At fixed $s$ the next transverse state lies higher by the Landau spacing $\gamma$, whereas motion along $z$ costs no minimum energy. In each sector the continuum therefore starts at $\gamma/2$. Any state below that value is bound.

**Strength of the one-dimensional well**

Averaging $V$ over the orbit gives the well felt along the field,

$$V_s(z)=\int|\phi_s|^2\,V\,d^2\rho,\qquad g_s=-\int_{-\infty}^{\infty}V_s(z)\,dz . \tag{10}$$

For the tail (6), substitute $z=\rho\tan\theta$:

$$\int_{-\infty}^{\infty}\frac{dz}{(\rho^2+z^2)^2}=\frac1{\rho^3}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi}{2\rho^3}. \tag{11}$$

The factor $\alpha/2$ then gives $g_s=(\pi\alpha/4)\langle\rho^{-3}\rangle_s$. From (9),

$$\langle\rho^{-3}\rangle_s=\frac{1}{(2L^2)^{3/2}s!}\int_0^\infty t^{s-3/2}e^{-t}dt=\frac{\Gamma(s-\frac12)}{(2L^2)^{3/2}s!}. \tag{12}$$

The integral converges for $s\ge1$. For $s=0$ it diverges at small $t$: that electron sits on the core, where (6) does not hold. The sector $s=0$ contains the ordinary negative donor and depends on short-range forces, so it is excluded from what follows. A well too weak to bind at zero field, such as (18) below with $b=2$, also acquires an $s=0$ level in the field (about $1.7\times10^{-4}$ eV at 15 T in the example), but its energy is set by the core. The states governed by the tail (6) in a weak field are those with $s\ge1$.

**Why there is a bound state for every $s\ge1$**

The tail $-\alpha/2r^4$ cannot be continued to $r=0$, where it would make the energy unbounded below. Let $V$ therefore be finite at the core, attractive everywhere and equal to (6) far away. Take the normalized trial function $\sqrt\eta\,\phi_s\,e^{-\eta|z|}$. Its kinetic energy along $z$ is $\tfrac12\eta\int\eta^2e^{-2\eta|z|}dz=\eta^2/2$, so

$$E_{\rm trial}-\frac\gamma2=\frac{\eta^2}{2}-\eta\int_{-\infty}^{\infty}|V_s(z)|e^{-2\eta|z|}dz . \tag{13}$$

As $\eta\to0$ the integral tends to $g_s>0$. The gain is linear in $\eta$ and the cost quadratic, so for small enough $\eta$ the result is negative however weak the attraction. The trial energy is an upper bound to the lowest energy of the full Hamiltonian (1) in the sector $L_z=-s$. A bound state therefore exists in each such sector, and coupling to higher Landau levels can only lower its energy.

In three free dimensions the argument fails. A function spread over a radius $1/\eta$ still costs kinetic energy of order $\eta^2$, but its probability of being near the core is of order $\eta^3$. The gain then vanishes faster than the cost.

**The binding energy in a weak field**

Keep the lowest Landau level and write the wave function as $\phi_s\chi(z)$. With binding energy $\varepsilon=\kappa^2/2$,

$$-\tfrac12\chi''+V_s\chi=-\tfrac12\kappa^2\chi . \tag{14}$$

For weak coupling there is a distance $Z$ much larger than the width of the well and much smaller than $1/\kappa$. Integrate (14) from $-Z$ to $Z$. Outside the well $\chi\propto e^{-\kappa|z|}$, so the first term gives $+\kappa\chi(0)$. Inside, $\chi$ is nearly constant and the second term gives $-g_s\chi(0)$. The right-hand side is $-\kappa^2Z\chi(0)$, negligible because $\kappa Z\ll1$. Hence, to leading order,

$$\kappa=g_s,\qquad\varepsilon_s=\tfrac12g_s^2 . \tag{15}$$

Insert (12) with $L^{-2}=\gamma$. The prefactor is $\tfrac12(\pi\alpha/4)^2(\gamma/2)^3=\pi^2\alpha^2\gamma^3/256$, and

$$\boxed{\;\varepsilon_s=\frac{\pi^2\alpha^2\gamma^3}{256}\left[\frac{\Gamma(s-\frac12)}{s!}\right]^2,\qquad s\ge1,\ \gamma\to0\;} \tag{16}$$

For $s=1$, $\Gamma(\tfrac12)^2=\pi$ and $\alpha=9/2$ give $\varepsilon_1\simeq2.45\,\gamma^3$. The cubic dependence on $B$ has a plain origin: the line integral of $r^{-4}$ at distance $L$ scales as $L^{-3}$, and one-dimensional binding squares it. The width of the well is of order $L$, so the small parameter in (15) is $g_sL\sim\gamma$.

**Large orbits**

For large $s$, $\Gamma(s-\tfrac12)/s!\to s^{-3/2}$, and (16) becomes

$$\varepsilon_s\to\frac{\pi^2\alpha^2\gamma^3}{256\,s^3}. \tag{17}$$

This is the line integral $\pi\alpha/(4\rho^3)$ evaluated at the orbit radius $\rho=\sqrt{2s}L$, squared and halved. An isolated, fixed donor in this model has an infinite series of states converging on the threshold. Their extent $1/\kappa$ along the field grows as $s^{3/2}$, faster than the orbit radius, so the well remains narrow compared with the state. In a crystal the series ends where temperature, disorder or neighbouring donors exceed the shrinking binding energy.

**The size of the core**

A simple potential with a finite core is

$$V(r)=-\frac{\alpha}{2(r^2+b^2)^2}. \tag{18}$$

First let $B=0$. The zero-energy s-wave function $u=r\psi$ obeys $u''+\alpha u/(r^2+b^2)^2=0$. Put $r=b\tan\theta$ and $u=w(\theta)/\cos\theta$. Since $d\theta/dr=\cos^2\theta/b$,

$$u'=\frac{w'\cos\theta+w\sin\theta}{b},\qquad u''=\frac{\cos^3\theta}{b^2}(w''+w), \tag{19}$$

where primes on $w$ mean derivatives with respect to $\theta$. The potential term is $\alpha w\cos^3\theta/b^4$. Thus $w''+\nu^2w=0$ with $\nu^2=1+\alpha/b^2$, and $u(0)=0$ selects $w=\sin\nu\theta$. As $r$ runs to infinity, $\theta$ runs to $\pi/2$. For $\nu<2$ the solution has no node beyond the origin, so there is no s-wave bound state; higher partial waves have an added centrifugal repulsion and cannot bind either. The condition for no binding is

$$\alpha/b^2<3 . \tag{20}$$

For $\alpha=4.5$ and $b=2$ the ratio is 1.125. With $b=1$ it is 4.5, and a radial diagonalization indeed finds a level at $-0.045\ \mathrm{Ha}^*$. The example uses $b=2$, so its bound states owe their existence to the field at fixed potential.

Now restore the field. Equation (11) holds with $\rho^2$ replaced by $\rho^2+b^2$, so

$$g_s(b)=\frac{\pi\alpha}{4}\left\langle(\rho^2+b^2)^{-3/2}\right\rangle_s . \tag{21}$$

For $s=1$, let $x=\rho/L$ and $\beta=b/L$. Relative to $b=0$ this is

$$\frac{g_1(b)}{g_1(0)}=\frac{\int_0^\infty x^3(x^2+\beta^2)^{-3/2}e^{-x^2/2}dx}{\int_0^\infty e^{-x^2/2}dx}. \tag{22}$$

For small $\beta$ the loss comes from $x\sim\beta$, where the exponential is one. An antiderivative of $x^3(x^2+\beta^2)^{-3/2}$ is $\sqrt{x^2+\beta^2}+\beta^2/\sqrt{x^2+\beta^2}$, so $\int_0^\infty[1-x^3(x^2+\beta^2)^{-3/2}]dx=2\beta$. The denominator of (22) is $\sqrt{\pi/2}$, and

$$\frac{g_1(b)}{g_1(0)}\simeq1-1.60\,\frac bL . \tag{23}$$

The binding energy loses twice this fraction. By this first-order estimate, $L$ must exceed about $32b$ to keep the loss below 10%; coupling to higher Landau levels offsets a small part of it. Law (16) is approached slowly for $s=1$.

A diagonalization of (1) with (18), using ten coupled Landau orbitals and free motion along $z$, tests these statements; (21) serves there only to choose the length of the numerical box and the starting point of the eigenvalue search. At $\gamma=0.001$ its decay constant is $1.002\,g_1(b)$. Ten orbitals do not fully resolve the core at this field; a complete set raises the ratio to about 1.007. Between $\gamma=0.001$ and $0.002$ the binding energy grows with the exponent 2.88. Equation (23) predicts 2.86 over that interval, with 3 as the limit.

**What polarization contributes**

One-dimensional confinement lets any attractive well bind, so polarization is not the sole possible cause. Its role is to supply the leading term in a weak field, with a definite sign. Consider instead the electrostatic energy of an electron at an undeformed 1s donor, $U=-(1+1/r)e^{-2r}$. It acts within the core, where (9) is proportional to $\rho^{2s}$, and its line strength is

$$g_s^{\rm short}\simeq\frac{1}{2\pi L^2s!(2L^2)^s}\int|U|\rho^{2s}d^3r\propto L^{-2s-2}. \tag{24}$$

For $s=1$ the angular average of $\rho^2$ is $2r^2/3$, and the integral is $\tfrac{8\pi}{3}\int_0^\infty(r^4+r^3)e^{-2r}dr=\tfrac{8\pi}{3}\left(\tfrac34+\tfrac38\right)=3\pi$. Hence $g_1^{\rm short}\simeq\tfrac34\gamma^2$, whereas (12) gives $g_1\simeq2.2\,\gamma^{3/2}$. The ratio is about $0.34\sqrt\gamma$ and vanishes in a weak field. The static force alone would give $\varepsilon_1\propto\gamma^4$; the ten-orbital diagonalization with $U$ finds an exponent of 3.95 between $\gamma=0.01$ and $0.02$, and a complete set of orbitals changes it only to 3.93.

Exchange also requires the outer electron to reach the core, and the same factor $\rho^{2s}$ gives it the order $L^{-2s-2}$. For $s=1$ its size follows from a frozen 1s core. Near the core $|\phi_1|^2\simeq\gamma^2\rho^2/4\pi$, and the product of $\psi_0$ with $\rho e^{-i\varphi}$ is a pure $l=1$ charge distribution with exchange integral

$$\frac{32\pi}{9}\cdot2\int_0^\infty re^{-r}\int_0^r r'^4e^{-r'}dr'\,dr=\frac{32\pi}{9}\cdot\frac{21}{4}=\frac{56\pi}{3}.$$

The line strength is therefore $\pm\tfrac{14}{3}\gamma^2$, attractive for parallel spins (triplet) and repulsive for the singlet. Relative to polarization this is $2.1\sqrt\gamma$. It vanishes in a weak field, but falls below a tenth only for $\gamma$ below about 0.002. This is a first-order estimate, not a solution of the two-electron problem.

One force has a longer range than polarization. The field squeezes the core and gives it a quadrupole potential proportional to $(2z^2-\rho^2)/r^5$. Write the numerator as $2r^2-3\rho^2$ and use $\int r^{-3}dz=2/\rho^2$ and $\int r^{-5}dz=4/(3\rho^4)$:

$$\int_{-\infty}^{\infty}\frac{2z^2-\rho^2}{r^5}dz=\frac4{\rho^2}-\frac4{\rho^2}=0 . \tag{25}$$

Outside the core, the quadrupole therefore makes no first-order contribution to the one-dimensional binding.

**Numbers for a silicon-like donor at 15 T**

Take the rough isotropic values $m^*=0.30\,m_e$ and $\kappa_r=11.7$, with $b=2a^*$. Then $a^*=2.064$ nm and $\mathrm{Ha}^*=0.0596$ eV. At 15 T, $L=6.624$ nm, so

$$\gamma=(2.064/6.624)^2=0.0971,\qquad b/L=4.128/6.624=0.62 .$$

The core is not small compared with the magnetic length. For $s=1$, (21) gives $g_1=0.0269$ and

$$\tfrac12g_1^2\,\mathrm{Ha}^*=\tfrac12(0.0269)^2(0.0596\ \text{eV})=2.2\times10^{-5}\ \text{eV}.$$

The coupled-orbital calculation gives $1.88\times10^{-5}$ eV, 13% below this estimate. Coupling to higher Landau levels increases the binding, so the deficit must come from treating the well as infinitely narrow in (15). The trial function with $\eta=g_1$ guarantees a binding of at least $1.59\times10^{-5}$ eV in this model.

Law (16) gives $1.34\times10^{-4}$ eV for $s=1$, seven times the calculated value. For $s=2$ it gives $8.4\times10^{-6}$ eV against $4.1\times10^{-6}$ eV, and for $s=3$ it gives $2.1\times10^{-6}$ eV against $1.4\times10^{-6}$ eV. The agreement improves with $s$ because the density near the axis falls as $\rho^{2s}$ and the core matters less.

The $s=1$ state decays along the field over $1/\kappa=82$ nm (820 angstrom), more than ten times $L$. It is a long, thin object held by a short well at its centre.

**How far a real donor departs from the model**

Antimony in silicon has a binding energy of roughly 0.043 eV, whereas the model donor has 0.030 eV. The extra attraction at the impurity makes the core smaller and stiffer. A Gaussian well of radius $0.15a^*$ adjusted to 0.043 eV lowers $\alpha$ from 4.5 to 1.34 (a wider well lowers it less), and with $b$ held at $2a^*$ the $s=1$ binding falls tenfold, to $1.8\times10^{-6}$ eV. Exchange matters as much: at 15 T its line strength for $s=1$ is about equal to that of the polarization well with $b=2a^*$. With a frozen 1s core, $\alpha=4.5$ and the static attraction included, it raises the $s=1$ binding to the order of $10^{-4}$ eV in the triplet and lowers it to about $10^{-6}$ eV or less in the singlet. These exchange figures are for a single isotropic valley and a hydrogenic core; the smaller, six-valley core of a real donor in silicon would change them. The polarization model alone is thus not quantitative for $s=1$ at this field. Varying $b$ from 1.5 to 2.5 $a^*$ at $\alpha=4.5$ moves the binding from $3.0\times10^{-5}$ to $1.2\times10^{-5}$ eV. The static attraction would add 21% to $g_1$ and more than half to the binding energy. The cyclotron energy is 0.26 of the core's 1s–2p gap, so the assumption of a slow outer electron is also only moderately good. Silicon's anisotropic valleys matter too: for a field along a cubic axis, the lowest threshold belongs to valleys lying across the field, and a weak-coupling estimate there gives $1.3\times10^{-5}$ eV in place of $2.2\times10^{-5}$ eV. It neglects the mixing of different $s$, which is no longer conserved in such a valley.

The surroundings are more restrictive still. The model binding corresponds to 0.22 K, and to a level width reached at a mobility of about $2\times10^5$ cm²/Vs. A stray electric field of

$$\frac{1.88\times10^{-5}\ \text{V}}{82.3\times10^{-7}\ \text{cm}}\simeq2.3\ \text{V/cm}$$

changes the potential energy by the binding energy over one decay length. If it points along $z$, the electron soon tunnels out: for a narrow well the level width is then already about 0.4 of the binding energy, so a sharp level needs a field several times weaker. One unscreened ion 735 nm away produces such a field, which corresponds to an ion density near $6\times10^{11}$ cm$^{-3}$. Below about $2\times10^{14}$ cm$^{-3}$ the mean spacing of neutral donors exceeds twice the decay length along the field. This is a cautious limit for their interference, because the state is thin across the field and most neighbours at that spacing lie beside it. With the reduced polarizability the temperature scale drops to about 0.02 K, and this scale of stray field, which varies as $\varepsilon^{3/2}$, to about 0.07 V/cm. The calculation therefore establishes binding for an isolated isotropic donor in the polarization model; it predicts neither the binding energy of a real negative donor at 15 T nor a readily visible line in doped silicon. The remaining values are in the numerical output.

## Calculated quantities

```
polarizability, response equation: 4.5003 a*^3
fixed-charge shift / (-alpha/2R^4), R=14 a*: 1.0089
decay constant / g_1 at gamma=0.001: 1.0016
field exponent, polarization, s=1: 2.884
field exponent, static only, s=1: 3.952
zero-field lowest box level, b=2 a*: 7.275e-04 Ha*
zero-field lowest box level, b=1 a*: -4.526e-02 Ha*
input mass: 0.30 m_e
input dielectric constant: 11.7
input magnetic field: 15.0 T
input core softening b: 2.0 a*
effective Bohr radius a*: 2.064 nm
effective Hartree Ha*: 0.05963 eV
model donor binding energy: 0.02982 eV
magnetic length L: 6.624 nm
gamma: 0.09706
s=1 line coupling g: 0.02690 a.u.*
s=1 energy g^2/2: 2.158e-05 eV
s=1 coupled-channel binding: 1.876e-05 eV
s=1 weak-field law: 1.338e-04 eV
s=2 line coupling g: 0.01235 a.u.*
s=2 energy g^2/2: 4.544e-06 eV
s=2 coupled-channel binding: 4.079e-06 eV
s=2 weak-field law: 8.360e-06 eV
s=3 line coupling g: 0.00711 a.u.*
s=3 energy g^2/2: 1.509e-06 eV
s=3 coupled-channel binding: 1.386e-06 eV
s=3 weak-field law: 2.090e-06 eV
s=1 variational binding: 1.597e-05 eV
s=1 binding as temperature: 0.218 K
s=1 decay length along field: 82.3 nm
s=1 decay length, converted: 823 angstrom
s=1 binding for b=1.5 a*: 2.953e-05 eV
s=1 binding for b=2.5 a*: 1.240e-05 eV
rough Sb donor binding used: 0.043 eV
polarizability with central cell: 1.344 a*^3
s=1 binding with that value: 1.831e-06 eV
static / polarization coupling, s=1: 0.209
rough valley masses: 0.92, 0.19 m_e
threshold, valley across field: 2.077e-03 eV
threshold, valley along field: 4.570e-03 eV
s=1 estimate, valley across field: 1.328e-05 eV
cyclotron energy / core 1s-2p gap: 0.259
mobility for level width = binding: 2.06e+05 cm2/Vs
stray electric field that unbinds: 2.28 V/cm
distance of one ion giving it: 735 nm
matching ion density: 6.0e+11 cm^-3
neutral donor density for overlap: 2.2e+14 cm^-3
```
